\section*{Potential Profile of a Source-Free Presheath with Constant Ion Mean Free Path}

\section{Form of the answer and model}

Let $d\ge0$ be the distance from the sheath edge into the plasma and let
\begin{equation}
p=\frac{e(\phi-\phi_{\rm s})}{kT_e}
\end{equation}
be the potential above the edge potential $\phi_{\rm s}$, in units of $kT_e/e$. If the plasma is quasi-neutral, the Debye length does not enter. If there is no ionization, no ionization length enters either. The only length left is the ion mean free path $\lambda$. The ion mass $M$ and the electron temperature set a speed, $c=\sqrt{kT_e/M}$, but no length. Multiplying all densities by one constant leaves the equations below unchanged, so the edge density $n_{\rm s}$ cannot enter the potential profile. Hence
\begin{equation}
\frac d\lambda=F(p),
\end{equation}
with no free parameter. The momentum balance gives
\begin{equation}
F(p)=\frac{e^{2p}-1}{2}-p .
\label{law}
\end{equation}

The model is steady, planar and unmagnetized. The electrons are isothermal and in Boltzmann equilibrium. There is one species of singly charged ion, cold enough to be described by one speed $u$. The gas is at rest. An ion collides at the rate $u/\lambda$, with constant $\lambda$, and loses its momentum $Mu$ in each collision, so the mean friction force is $Mu^2/\lambda$. The sheath edge is the point where the quasi-neutral field diverges; this will turn out to be where $u=c$.

\section{Derivation}

Let $x$ point towards the wall, with $x=0$ at the edge, so that $d=-x$. Without a source the flux $nu$ is constant. Quasi-neutrality sets the ion density equal to the Boltzmann electron density:
\begin{equation}
n=n_{\rm s}e^p .
\end{equation}
Flux conservation makes $u$ proportional to $e^{-p}$, so $u\,du/dx=-u^2\,dp/dx$. The momentum balance below then reads $(c^2-u^2)\,dp/dx=-u^2/\lambda$, and its field diverges only at $u=c$. This fixes the edge speed, and $nu=n_{\rm s}c$ gives
\begin{equation}
u=c\,e^{-p}.
\label{speed}
\end{equation}
The ions speed up towards the wall as the density falls.

The momentum balance of one ion is
\begin{equation}
Mu\frac{du}{dx}=-e\frac{d\phi}{dx}-\frac{Mu^2}{\lambda}.
\end{equation}
Divide by $M$ and use $e\,d\phi/dx=kT_e\,dp/dx=Mc^2\,dp/dx$. From (\ref{speed}), $u\,du/dx=-c^2e^{-2p}\,dp/dx$. Therefore
\begin{align}
-c^2e^{-2p}\frac{dp}{dx}&=-c^2\frac{dp}{dx}-\frac{c^2e^{-2p}}{\lambda},\\
\left(1-e^{-2p}\right)\frac{dp}{dx}&=-\frac{e^{-2p}}{\lambda}.
\end{align}
Multiply by $e^{2p}$ and replace $dx$ by $-dd$:
\begin{equation}
\left(e^{2p}-1\right)\frac{dp}{dd}=\frac1\lambda .
\label{ode}
\end{equation}
The variables separate. With $p=0$ at $d=0$,
\begin{equation}
\frac d\lambda=\int_0^p\left(e^{2q}-1\right)dq
=\left[\frac{e^{2q}}2-q\right]_0^p
=\frac{e^{2p}-1}{2}-p ,
\end{equation}
which is (\ref{law}). The field, positive towards the wall, follows from (\ref{ode}):
\begin{equation}
E=-\frac{d\phi}{dx}=\frac{kT_e}{e\lambda}\,\frac1{e^{2p}-1}.
\label{field}
\end{equation}
It diverges at $p=0$, where $u=c$. For small negative $p$, expression (\ref{law}) is again positive, because $F=p^2+\dots$. That supersonic branch turns back into the plasma, so the quasi-neutral solution cannot be continued to the wall. Space charge must take over there.

\section{Inversion for use in code}

Equation (\ref{law}) gives distance from potential. For the reverse, put $y=e^{2p}$ and $a=1+2d/\lambda$. Since $2p=\ln y$,
\begin{equation}
y-\ln y=a .
\label{implicit}
\end{equation}
Exponentiating $\ln y-y=-a$ gives $ye^{-y}=e^{-a}$, or $(-y)e^{-y}=-e^{-a}$. The presheath needs $y\ge1$, hence the lower real Lambert branch:
\begin{equation}
y=-W_{-1}\!\left(-e^{-a}\right),\qquad p=\tfrac12\ln y .
\end{equation}
For large $a$ the exponential underflows. The iteration $y\leftarrow a+\ln y$, started at $y=a$, avoids this; it converges for $a>1$ because all iterates stay at $y\ge a$, where the slope $1/y$ of the right side is at most $1/a<1$.

For small $d$ the iteration is slow, and a series gives a quick approximation. Expanding (\ref{law}) gives $d/\lambda=p^2+\tfrac23p^3+\dots$. Insert $p=(d/\lambda)^{1/2}+b\,d/\lambda$. The terms of order $(d/\lambda)^{3/2}$ cancel if $2b+\tfrac23=0$, so
\begin{equation}
p=\sqrt{\frac d\lambda}-\frac{d}{3\lambda}+\dots
\end{equation}
In evaluating (\ref{law}) itself, a library function for $e^z-1$ reduces the loss of digits at small $p$.

Far upstream, (\ref{implicit}) gives $p\simeq\tfrac12\ln(2d/\lambda)$ to leading order. There is no plateau: the potential and the density keep rising, because the ion drift against friction needs a field at every distance. From (\ref{speed}) and (\ref{field}),
\begin{equation}
\frac{Mu^2/\lambda}{eE}=e^{-2p}\left(e^{2p}-1\right)=1-e^{-2p}.
\end{equation}
Friction therefore balances the field far upstream, while inertia dominates near the edge. The ratio is 0.86 at $p=1$ and 0.998 at $p=3$.

The energy balance follows in the same way. Between potential $p$ and the edge an ion receives the work $p\,kT_e$ and gains the kinetic energy $\tfrac12kT_e(1-e^{-2p})$. The friction loss is the difference,
\begin{equation}
Q=kT_e\left[p-\tfrac12\left(1-e^{-2p}\right)\right].
\label{loss}
\end{equation}

\section{Worked example}

The parameters are round values in the regime of a low-pressure inductively coupled etch reactor: pressure 20 mTorr, gas temperature 300 K, $kT_e=2.5$ eV, ion mass 40 u, collision cross-section $\sigma=10^{-14}$ cm$^2$ and $n_{\rm s}=10^{11}$ cm$^{-3}$. The gas density is $n_g=6.438\times10^{14}$ cm$^{-3}$, so
\begin{equation}
\lambda=\frac1{n_g\sigma}=\frac1{6.438\times10^{14}\times10^{-14}}\ {\rm cm}
=1.553\ {\rm mm}.
\end{equation}
The Bohm speed is $c=2.456$ km/s. At $p=1$, which is 2.5 V above the edge,
\begin{equation}
\frac d\lambda=\frac{7.389-1}{2}-1=2.19,\qquad d=2.1945\times1.553\ {\rm mm}=3.41\ {\rm mm},
\end{equation}
and the field is $2.5\ {\rm V}/(0.1553\ {\rm cm}\times6.389)=2.52$ V/cm. Other points are:
\begin{center}
\begin{tabular}{ccccc}
$p$ & $d/\lambda$ & $d$ (mm) & $u$ (km/s) & $E$ (V/cm)\\
0.25 & 0.074 & 0.12 & 1.91 & 24.8\\
0.50 & 0.359 & 0.56 & 1.49 & 9.4\\
1.00 & 2.195 & 3.41 & 0.90 & 2.5\\
1.50 & 8.043 & 12.5 & 0.55 & 0.84
\end{tabular}
\end{center}
In the other direction, a point 5 mm upstream has $d/\lambda=3.22$; the inversion gives $p=1.137$, or 2.84 V above the edge.

Between $p=1$ and the edge the ion energy rises from 0.169 to 1.250 eV, a gain of 1.081 eV. The loss (\ref{loss}) is 1.419 eV, and the two add up to the 2.5 eV supplied by the field. Friction thus takes more than half of the work done on the mean motion. Not all of this reaches the gas at once. For ions that share one speed, collisions at the rate $u/\lambda$, each removing the kinetic energy $\tfrac12Mu^2$, account for only half of the friction power $Mu^3/\lambda$. The other half first goes into a spread of ion speeds, which the one-speed model leaves out. With charge exchange, later collisions pass part of it on to the gas.

\section{Finite Debye length}

Let $\varepsilon=\lambda_D/\lambda$, where $\lambda_D$ is the Debye length at density $n_{\rm s}$. Measure lengths in $\lambda$, densities in $n_{\rm s}$ and speeds in $c$, and let $\xi=x/\lambda$. Poisson's equation is
\begin{equation}
\varepsilon^2\frac{d^2p}{d\xi^2}=n_e-n_i .
\end{equation}
Where the charge is small, $p$ may be taken from (\ref{ode}). Then $dp/d(d/\lambda)=(e^{2p}-1)^{-1}$, and one more derivative gives $d^2p/d\xi^2=-2e^{2p}/(e^{2p}-1)^3$. The relative charge is
\begin{equation}
\frac{n_i-n_e}{n_e}\simeq\frac{2\varepsilon^2e^p}{(e^{2p}-1)^3}.
\end{equation}
In the example $\lambda_D=0.0372$ mm and $\varepsilon=0.0239$. The estimate is about $4\times10^{-4}$ at $p=0.5$ and $5\times10^{-3}$ at $p=0.25$. At $p=0.25$ it is already somewhat too high: the full equations give about $3.75\times10^{-3}$. It diverges at the edge, where a separate balance is needed.

For small $p$ and $\xi$, the momentum equation is $d(u^2)/d\xi=-2\,dp/d\xi-2u^2$. With $u^2\simeq1$ in the friction term, $u^2\simeq1-2p-2\xi$. The quasi-neutral law has $\xi\simeq-p^2$, so $\xi$ counts as second order in $p$. To that order,
\begin{align}
n_i=\frac1u&\simeq1+p+\xi+\tfrac32p^2,\\
n_e=e^p&\simeq1+p+\tfrac12p^2,\\
\varepsilon^2\frac{d^2p}{d\xi^2}&=-(\xi+p^2).
\end{align}
Set $p=\varepsilon^\alpha Y$ and $\xi=\varepsilon^{2\alpha}X$, so that the two terms on the right have equal size. The left side scales as $\varepsilon^{2+\alpha-4\alpha}$ and the right as $\varepsilon^{2\alpha}$, which gives $\alpha=2/5$. The transition layer has a width of order $\lambda\varepsilon^{4/5}$ and a potential of order $(kT_e/e)\varepsilon^{2/5}$.

This was tested by integrating the ion momentum equation together with Poisson's equation, starting from quasi-neutral values upstream. For $\varepsilon=10^{-3}$ the distance from $p=1$ to $p=0.5$ is $1.835388\,\lambda$, against $1.835387\,\lambda$ from (\ref{law}). With the upstream starting point held fixed, the point $p=0$ moves towards the wall; between $\varepsilon=4\times10^{-4}$ and $10^{-4}$ this shift varies as $\varepsilon^{0.806}$, close to the predicted power. For the example the shift is $0.040\,\lambda=0.062$ mm. That is small beside 3.41 mm, but about half of the 0.12 mm listed for $p=0.25$.

\section{Ionization and gas motion}

The law has no upstream end, so it must be joined to a region with ionization. With ionization coefficient $K$, the ions produced between the edge and potential $p$, as a fraction of the edge flux $n_{\rm s}c$, number
\begin{align}
f&=\frac{n_gK\lambda}{c}\int_0^{d/\lambda}e^{p}\,d\!\left(\frac d\lambda\right)
=\frac{n_gK\lambda}{c}\int_0^pe^q\left(e^{2q}-1\right)dq\nonumber\\
&=\frac{n_gK\lambda}{c}\left[\frac{e^{3p}-1}{3}-\left(e^p-1\right)\right].
\end{align}
This uses the source-free profile, so it is an estimate valid only while $f$ is small. For a chosen $K=5\times10^{-11}$ cm$^3$/s, $f$ is 1.0\% at $p=0.5$, 9.5\% at $p=1$ and 53\% at $p=1.5$. The last row of the table is therefore outside the source-free regime; with this $K$ the one-speed equations including the source reach a maximum of $p\approx1.4$ about 22 mm upstream, so $p=1.5$ is not attained. Through the factor $e^{3p}$, $f$ grows quickly with $p$, and $K$ itself depends strongly on electron temperature. A code should evaluate $f$ before using the law.

Thermal motion of the gas raises the collision rate above $u/\lambda$. Averaged over a Maxwellian gas of atoms with the ion mass, the rise for a single-speed ion is 1.0\% at the edge and 7.6\% at $p=1$. If each collision gives the ion the velocity of a gas atom, the mean friction force rises about twice as much, by 2.1\% and 15\%. Both effects grow upstream, where the ions are slow.

\section{Spread of ion speeds}

Of the errors estimated here, that of the one-speed assumption is the largest for $p$ between 0.5 and 1 when charge exchange dominates. Consider charge exchange with cold gas: each collision replaces a moving ion by one at rest, and at any point the ions have a range of speeds. This case can be solved with the same $\lambda$, Boltzmann electrons and quasi-neutrality.

Measure $x$ in $\lambda$ and let $\chi=-e\phi/kT_e$, with the zero of potential still free; the electron density is $n_0e^{-\chi}$. The constant flux $J$ produces $J\,dx'$ new ions per unit area and time in $dx'$. A fraction $e^{-(x-x')}$ reaches $x$ without another collision, at speed $c\sqrt{2(\chi-\chi')}$. Density is flux divided by speed, so
\begin{equation}
n_0e^{-\chi}=\frac Jc\int_{-\infty}^{x}\frac{e^{-(x-x')}\,dx'}{\sqrt{2(\chi-\chi')}} .
\end{equation}
Write $G(\chi)=e^{x}$, $g=J/(n_0c)$, and multiply by $G$:
\begin{equation}
e^{-\chi}G(\chi)=g\int_{-\infty}^{\chi}\frac{G'(\chi')\,d\chi'}{\sqrt{2(\chi-\chi')}} .
\label{kin}
\end{equation}
For $G=e^{s\chi}$ the integral is $s\,e^{s\chi}\int_0^\infty e^{-s\tau}(2\tau)^{-1/2}d\tau=\sqrt{\pi s/2}\;e^{s\chi}$. Choose the zero of potential so that $g\sqrt{\pi/2}=1$, and superpose exponentials along a vertical line with ${\rm Re}\,s>0$:
\begin{equation}
G(\chi)=\frac1{2\pi i}\int a(s)\,e^{s\chi}\,ds .
\end{equation}
The left side of (\ref{kin}) contains $a(s)e^{(s-1)\chi}$, which becomes $a(s+1)e^{s\chi}$ after a shift of the line. Equality requires $a(s+1)=\sqrt s\,a(s)$, solved by $a(s)=\sqrt{\Gamma(s)}$. This decays along the line as $e^{-\pi|{\rm Im}\,s|/4}$, so the integral converges and the shift is allowed. A constant factor in $a$ merely displaces the origin of $x$. Inserted back into (\ref{kin}) at $\chi=-0.5$ and $\chi=0$, the solution satisfied it numerically to within a relative tolerance of $10^{-6}$.

The mean speed is $u=J/n=c\,g\,e^\chi=c\sqrt{2/\pi}\,e^\chi$. The field diverges where $dx/d\chi=0$, that is $G'(\chi_{\rm s})=0$. There $u=1.247\,c$, so $e^{\chi_{\rm s}}=1.247\sqrt{\pi/2}=1.563$. With $p=\chi_{\rm s}-\chi$, the distance is $d/\lambda=\ln[G(\chi_{\rm s})/G(\chi)]$:
\begin{center}
\begin{tabular}{ccc}
$p$ & kinetic $d/\lambda$ & one-speed $d/\lambda$\\
0.5 & 0.138 & 0.359\\
1.0 & 0.864 & 2.195
\end{tabular}
\end{center}
The kinetic presheath is shorter by a factor of about 2.5. The far-upstream limit shows why. For large $s$, Stirling's formula gives the exponent $\tfrac12(s\ln s-s)+s\chi$. It is stationary at $s=e^{-2\chi}$, with the value $-\tfrac12e^{-2\chi}$. To leading order, therefore,
\begin{equation}
\frac d\lambda\simeq\frac{e^{-2\chi}}2=\frac{e^{2p}}{2e^{2\chi_{\rm s}}}=0.41\,\frac{e^{2p}}2 .
\end{equation}
The form $e^{2p}/2$ survives, and the factor has two sources. Differentiation gives $eE\lambda/kT_e=e^{2\chi}$, so $u^2=(2/\pi)eE\lambda/M$: at a given field the mean speed is lower than in the one-speed model by the factor $\sqrt{2/\pi}=0.80$. The edge speed is higher by the factor 1.247. At fixed $p$ the field must then be larger by the factor $(1.247/0.80)^2=2.4$, and the distance shorter by the same factor.

\section{Use for real reactors}

The values used in the example are round, and the size of each error should be worked out anew for other conditions. Where resonant charge exchange dominates, the one-speed assumption causes the largest of the errors estimated here at $p=1$: at fixed $\lambda$ the distance falls from 3.4 to 1.3 mm. This figure takes $10^{-14}$ cm$^2$ as the charge-exchange cross-section; for argon ions in argon near 1 eV that cross-section is roughly half as large, and the distance is correspondingly longer. Gas motion and ionization change this distance less. Each taken alone in the one-speed model, the extra friction from gas motion shortens it by about 8\%, and ionization lengthens it by about 2\%, although it supplies nearly a tenth of the edge flux. The ionization effect changes sign along the profile: for $p\le0.5$ it shortens the distance by about 4\%. Real cross-sections also vary with energy, and etch gases may contain several positive ions and negative ions; these effects are not sized here. Equation (\ref{law}) is suited to fluid codes that use the same friction force $Mu^2/\lambda$, as a boundary profile or a check, provided that $\varepsilon^{4/5}\ll d/\lambda$, $f\ll1$ and $n_gK\lambda/c\ll1$. The last condition keeps small the drag of new ions born at rest, which matters even where $f$ is small. As a prediction of a charge-exchange presheath it gives the right growth with $p$, but a length too large by a factor of about 2.5 over the range tabulated if $\lambda$ is set equal to the charge-exchange path. If the friction is instead fitted to the far-upstream drift speed, $\lambda$ is replaced by $2\lambda/\pi$ and the factor falls to about 1.6. The numerical output below lists many of the values to more digits.

\section*{Table of computed values}
\begin{verbatim}
Gas pressure: 20 mTorr
Gas temperature: 300 K
Electron temperature kTe: 2.5 eV
Ion mass: 40 u
Collision cross-section: 1e-14 cm2
Edge density: 1e+11 cm-3
Ionization coefficient: 5e-11 cm3/s
Gas density: 6.438e+14 cm-3
Mean free path lambda: 1.553 mm
Bohm speed: 2.456 km/s
Debye length at edge: 0.0372 mm
eps = Debye length/lambda: 0.0239
p | d/lambda | d (mm) | n (1e11 cm-3) | u (km/s) | E (V/cm)
0.25 | 0.0744 | 0.116 | 1.284 | 1.912 | 24.81
0.50 | 0.3591 | 0.558 | 1.649 | 1.489 | 9.37
1.00 | 2.1945 | 3.409 | 2.718 | 0.903 | 2.52
1.50 | 8.0428 | 12.493 | 4.482 | 0.548 | 0.84
5 mm upstream: d/lambda = 3.2188, p = 1.1366
5 mm upstream: potential above edge = 2.842 V
Friction loss from p=1 to edge: 1.419 eV
Ion energy at p=1: 0.169 eV
Ion energy at edge: 1.250 eV
Friction/electric force at p=1: 0.8647
Friction/electric force at p=3: 0.9975
Poisson test, eps=1e-03, p=1 to 0.5: 1.835388 lambda
Law, p=1 to 0.5: 1.835387 lambda
Measured power of eps in edge shift: 0.8064
Example Poisson run, p=1 to 0.5: 1.8361 lambda
Example shift of p=0 towards wall: 0.0402 lambda
Example shift of p=0 towards wall: 0.062 mm
Ionization up to p=0.5 / edge flux: 1.04 %
Ionization up to p=1.0 / edge flux: 9.45 %
Ionization up to p=1.5 / edge flux: 53.33 %
Gas temperature/electron temperature: 0.0103
Collision-rate rise by gas motion at p=0: 1.03 %
Collision-rate rise by gas motion at p=1: 7.64 %
Kinetic mean edge speed/Bohm speed: 1.2468
Kinetic d/lambda at p=0.5: 0.1375 (one-speed law 0.3591)
Kinetic d/lambda at p=1.0: 0.8638 (one-speed law 2.1945)
\end{verbatim}
